# Equivalent peak time for oxygen scavenging during a spike anneal

Suppose that a process calculation for a gate stack has a rate for oxygen scavenging at the peak temperature, but the wafer stays at that temperature for only an instant. The decision is how long an isothermal hold should stand in for the spike. The hold time multiplies the removal rate directly, so an error of 10 % in it is an error of 10 % in the predicted loss when the rate is constant in thickness.

For a symmetric triangular spike the leading estimate is \(2k_BT_p^2/(Er)\). With a peak of 1273 K, a barrier of 2 eV and ramps of 200 K/s it gives 0.70 s. The full integral gives 0.63 s. This note derives both, together with a two-node formula that closes the gap at almost no cost.

## Model and meaning of the equivalent time

Let \(h\) be the thickness of interlayer oxide removed by an oxygen-gettering gate metal. The model is

\[
\frac{dh}{dt}=k(T)\,g(h),\qquad k(T)=k_0e^{-E/(k_BT)},\qquad g(h)>0 .
\]

One thermally activated process sets the temperature dependence, and \(g\) depends on thickness alone, with \(g(0)=1\). Temperatures are absolute. The prefactor \(k_0\) and the barrier \(E\) are constant. The model stops when the oxide is used up.

Dividing by \(g\) and integrating from the start of the spike gives

\[
\int_0^{h}\frac{dh'}{g(h')}=\int k(T(t))\,dt\equiv M .
\]

The left side increases with \(h\), because \(g>0\). Two anneals with equal \(M\) therefore remove equal thicknesses, whatever the form of \(g\). An isothermal hold at \(T_p\) of length \(t_{eq}\) has \(M=k(T_p)t_{eq}\), so

\[
t_{eq}=\int\frac{k(T(t))}{k(T_p)}\,dt .
\]

This is not the time the wafer spends hot. Each moment is weighted by the rate at that moment relative to the peak rate.

The spike is \(T(t)=T_p-r|t|\), with \(r>0\), and begins and ends at the base temperature \(T_0\).

## Leading order: two exponential tails

The exponent contains

\[
\frac1T-\frac1{T_p}=\frac{T_p-T}{TT_p}=\frac{r|t|}{T_p(T_p-r|t|)} .
\]

Near the peak, replace \(T_p-r|t|\) in the denominator by \(T_p\). The relative rate becomes

\[
\frac{k(T)}{k(T_p)}\approx e^{-|t|/t_e},\qquad t_e=\frac{k_BT_p^2}{Er}.
\]

If the base is cold enough for the tails to have died out, each side contributes \(\int_0^\infty e^{-t/t_e}dt=t_e\). Hence

\[
t_{lead}=2t_e=\frac{2k_BT_p^2}{Er}.
\]

The associated temperature drop is \(\delta=rt_e=k_BT_p^2/E\), about 70 K in the example. A higher barrier narrows this window; a faster ramp crosses it sooner.

The approximation has a definite sign. The true denominator is smaller than \(T_p^2\), so the true exponent is larger in magnitude and the rate falls faster than the exponential. The leading time is therefore too long.

## The full integral

On either leg \(|dt|=dT/r\) when \(dT\) is counted upward. The two legs give

\[
t_{eq}=\frac{2}{r}\,e^{x}\int_{T_0}^{T_p}e^{-E/(k_BT)}dT,
\qquad x=\frac{E}{k_BT_p}.
\]

The factor \(e^x\) comes from dividing by \(k(T_p)\). Write the integral as one from zero to \(T_p\) minus one from zero to \(T_0\). In the first, set

\[
T=\frac{T_p}{1+s},\qquad dT=-\frac{T_p\,ds}{(1+s)^2},\qquad
\frac{E}{k_BT}=x(1+s).
\]

As \(T\) runs from zero to \(T_p\), \(s\) runs from infinity to zero. Reversing the limits removes the minus sign:

\[
\int_0^{T_p}e^{-E/(k_BT)}dT=T_pe^{-x}G(x),\qquad
G(x)=\int_0^\infty\frac{e^{-xs}}{(1+s)^2}ds .
\]

The second integral has the same form with \(T_0\) and \(x_0=E/(k_BT_0)\). Therefore

\[
\boxed{t_{eq}=\frac2r\left[T_pG(x)-T_0e^{x-x_0}G(x_0)\right]} .
\]

For different heating and cooling ramps, \(2/r\) becomes \(1/r_{up}+1/r_{down}\), because each leg carries its own \(1/r\). At fixed \(E\), \(T_p\) and \(T_0\), doubling both ramp rates halves \(t_{eq}\).

The opposite limit checks the base term. When \(E\to0\), both \(x\) and \(x_0\) vanish and \(G(0)=\int_0^\infty(1+s)^{-2}ds=1\). The formula gives \(2(T_p-T_0)/r\), the whole duration, as it must when the rate does not depend on temperature. The leading expression diverges there.

## How wrong is the leading time?

Define \(G_n=\int_0^\infty e^{-xs}(1+s)^{-n}ds\), so \(G=G_2\). Integration by parts, with \(e^{-xs}\) integrated, gives

\[
G_n=\left[-\frac{e^{-xs}}{x(1+s)^n}\right]_0^\infty
-\frac nx G_{n+1}=\frac1x-\frac nxG_{n+1}.
\]

Thus \(xG_n=1-nG_{n+1}\). Since \(1+s>1\) inside the range, \(G_3<G_2<G_1\).

For \(n=2\), \(xG=1-2G_3>1-2G\), hence \(G>1/(x+2)\). For \(n=1\), \(G=1-xG_1<1-xG\), hence \(G<1/(x+1)\). Together,

\[
\frac1{x+2}<G(x)<\frac1{x+1}.
\]

Let \(t_\infty=2T_pG/r\) be the time without the base term. Since \(t_{lead}=2T_p/(rx)\),

\[
1+\frac1x<\frac{t_{lead}}{t_\infty}=\frac1{xG}<1+\frac2x .
\]

For large \(x\), \(G_3\) tends to \(1/x\), so \(xG=1-2G_3\) tends to \(1-2/x\), and the excess approaches the upper limit \(2/x\). This suggests the improved one-line estimate

\[
t_{imp}=\frac{2T_p}{r(x+2)},
\]

which is a lower bound on \(t_\infty\).

## A two-node evaluation

Put \(v=xs\):

\[
xG(x)=\int_0^\infty e^{-v}f(v)\,dv,\qquad f(v)=\left(1+\frac vx\right)^{-2}.
\]

For large \(x\), \(f\) varies slowly over the range where \(e^{-v}\) matters. Two well-placed samples then suffice.

Take \(P(v)=v^2-4v+2\). The moments \(\int_0^\infty e^{-v}v^m dv=m!\) give \(\int e^{-v}P\,dv=2-4+2=0\) and \(\int e^{-v}vP\,dv=6-8+2=0\). Any cubic can be divided as \(Pq+\ell\), with \(q\) and \(\ell\) linear. The term \(Pq\) integrates to zero, and it also vanishes at the roots of \(P\). A rule using those roots is thus exact for cubics if it is exact for linear functions.

The roots are \(v_1=2-\sqrt2\) and \(v_2=2+\sqrt2\). Exactness for \(1\) and \(v\) requires \(w_1+w_2=1\) and \(w_1v_1+w_2v_2=1\). Eliminating \(w_2\) gives \(2+\sqrt2-2\sqrt2\,w_1=1\), so

\[
w_1=\frac{2+\sqrt2}{4},\qquad w_2=\frac{2-\sqrt2}{4},\qquad
xG\approx S(x)=\sum_{i=1}^2\frac{w_i}{(1+v_i/x)^2}.
\]

For the error, let \(p\) be the cubic that matches \(f\) and \(f'\) at both nodes. At a fixed \(v\) off the nodes, choose \(C\) so that \(\phi(u)=f(u)-p(u)-CP(u)^2\) vanishes at \(u=v\). Then \(\phi\) has three distinct zeros. Between them \(\phi'\) has two zeros, and it has two more at the nodes. Applying Rolle's theorem three more times gives a point \(\xi\) where \(\phi''''=0\). The fourth derivative of \(P^2\) is 24, so \(C=f''''(\xi)/24\) and

\[
f(v)-p(v)=\frac{f''''(\xi)}{24}P(v)^2,\qquad
f''''(v)=\frac{120}{x^4}\left(1+\frac vx\right)^{-6}.
\]

The derivative is positive and at most \(120/x^4\). Also

\[
\int_0^\infty e^{-v}P^2dv
=\int_0^\infty e^{-v}(v^4-8v^3+20v^2-16v+4)\,dv=4,
\]

from \(24-48+40-16+4\). Because the rule integrates \(p\) exactly,

\[
0<xG(x)-S(x)<\frac{120}{24x^4}\times4=\frac{20}{x^4}.
\]

This is an absolute error in \(xG\), or an error in \(t_\infty\) relative to \(t_{lead}\).

## Pseudocode

```
input: Tp, T0, r_up, r_down, E, k_peak, oxide
x  = E/(kB*Tp)
x0 = E/(kB*T0)


S(y)   = w1/(1+v1/y)^2 + w2/(1+v2/y)^2
F(T,y) = T*S(y)/y
if x < 10:
    t_eq = numerical integral of k(T(t))/k_peak over the spike
else:
    t_eq = (1/r_up + 1/r_down)
           * (F(Tp,x) - exp(x-x0)*F(T0,x0))

M = k_peak*t_eq
solve integral from 0 to h of dh'/g(h') = M
return min(h, oxide)
```

The threshold of 10 keeps the bound \(20/x^4\) at or below 0.002; a stricter requirement needs a larger \(x\) or more nodes.

## Cost and stability

For \(x\ge10\), each spike needs four rational terms and one exponential, independently of its duration. A time-stepping code can thus replace a spike by one update, provided that the rate law is separable with a single barrier and the ramps are linear.

Use the exponent \(x-x_0\), which is negative for \(T_0<T_p\), and supply the rate at the peak. The very large \(k_0\) and the very small \(e^{-x}\) then never appear separately. Computing \(G\) as \(1-xG_1\), though algebraically correct, subtracts two numbers near one to leave about \(1/x\). It magnifies relative errors by roughly \(x\); the sum \(S\) has positive terms and avoids this.

The final subtraction is harmless when the base is cold. If \(T_0\) is close to \(T_p\), the subtraction amplifies rounding error, but the two-node errors of the two terms largely cancel. With the example's barrier and peak, the relative error of the result stays near \(10^{-4}\) even when the temperatures differ by only 1 K.

A recorded temperature trace can be integrated by the trapezoidal rule. For a locally exponential rate and a temperature step \(\Delta T\), let \(u=\Delta T/\delta\). The ratio of the trapezoidal area to the true area is

\[
\frac{(1+e^{-u})/2}{(1-e^{-u})/u}
=\frac u2\coth\frac u2\approx1+\frac{u^2}{12}.
\]

The step should therefore be small compared with \(\delta\), not merely with \(T_p\). A coarse record can also miss the peak itself, which this estimate does not cover.

## Worked example

Take \(T_p=1273\) K (1000 °C), \(T_0=873\) K, \(r=200\) K/s and \(E=2.0\) eV. The removal rate at the peak is 0.30 nm/s, the initial interlayer is 0.80 nm, and \(g=1\). With \(k_B=8.617\times10^{-5}\) eV/K,

\[
x=\frac{2.0}{(8.617\times10^{-5})(1273)}=18.23,\qquad x_0=26.59,
\]

\[
t_{lead}=\frac{2(8.617\times10^{-5})(1273)^2}{(2.0)(200)}
=0.698\ \text{s}.
\]

The two-node sum is \(S=0.90513\), against 0.90522 from high-precision quadrature. The difference is within the bound \(1.8\times10^{-4}\). The base term is only \(7\times10^{-5}\) s, so

\[
t_{eq}\approx0.698\times0.905=0.632\ \text{s}.
\]

Direct integration over the temperature history also gives 0.632 s. The leading time is 10.5 % too long relative to this value, between \(1/x=5.5\) % and \(2/x=11.0\) %. The improved estimate, 0.629 s, is 0.4 % too short.

The oxide removed is \(0.30\times0.632=0.190\) nm, leaving 0.610 nm. The leading time would predict a loss of 0.209 nm. This discrepancy matters if the rate was measured isothermally. If it was instead inferred from a spike by dividing by \(t_{lead}\), the same error cancels when predicting another ramp rate at unchanged \(E\), \(T_p\) and \(T_0\).

About 69 % of the dose is delivered within 70 K of the peak. The exponential approximation would give \(1-e^{-1}=63\) %. The true fraction is larger because the rate falls faster than the exponential as the wafer cools.

With the temperatures and ramps fixed, the leading time exceeds the full result by 21 % for 1 eV, 7.1 % for 3 eV and 5.3 % for 4 eV. The trend follows \(2/x\). At 1 eV the base term also contributes at about the one-per-cent level.

## When the rate depends on removed thickness

Suppose the getter fills linearly, \(g=1-h/H\), where \(H\) is the oxide thickness whose oxygen would fill it. Then

\[
\int_0^h\frac{dh'}{1-h'/H}=-H\ln\left(1-\frac hH\right)=M,
\qquad h=H(1-e^{-M/H}).
\]

For a capacity of \(5\times10^{15}\) oxygen atoms/cm² and an oxide oxygen density of \(4.4\times10^{22}\) atoms/cm³, \(H=1.14\) nm. With \(M=0.190\) nm the loss is 0.175 nm, about 8 % less than for an unlimited getter.

A second law, \(g=1/(1+h/L)\), describes a resistance that grows with removal. It gives \(h+h^2/(2L)=M\), whose positive root is

\[
h=L\left(\sqrt{1+2M/L}-1\right).
\]

For \(L=0.50\) nm the loss is 0.163 nm. Solving the rate equation through the full spike reproduces both results. The thickness changes, but the equivalent time does not.

## Failure modes and their size

**Spike shape.** If cooling slows to 80 K/s while heating stays at 200 K/s, the ramp factor grows to 1.75 times its former value and \(t_{eq}\) becomes 1.11 s. To represent a rounded peak, use

\[
T=T_p-r\left(\sqrt{t^2+\tau^2}-\tau\right),\qquad\tau=0.25\ \text{s}.
\]

At a temperature drop \(D\), one side has lasted \(\sqrt{(D/r)^2+2\tau D/r}\), which is less than \(D/r+\tau\). Rounding therefore adds less than \(2\tau\) to the time spent above any given rate, and so less than \(2\tau=0.5\) s to \(t_{eq}\). The calculated value with symmetric ramps is 0.97 s. Slow cooling and rounding together give 1.47 s and remove 0.44 nm at the same peak rate.

**Peak temperature.** A peak 5 K higher, with \(k_0\) fixed, raises the dose by 8.2 %. Most of this comes from the higher rate, by the factor \(e^{5x/1278}=1.074\); the rest is the longer equivalent time. A 10 s hold at 873 K adds only \(10e^{x-x_0}=0.0024\) s of peak time.

**More than one barrier.** Let a second step act in series, with a barrier of 1.0 eV and ten times the first step's rate at the peak. The combined rate is \((1/k_1+1/k_2)^{-1}\). Holding \(k_1(T_p)\) at 0.30 nm/s, the loss falls by about 6 %, from 0.19 to 0.18 nm. The peak rate is lower by the factor \(1/1.1\), partly offset by a weaker temperature dependence. The single-barrier formula is no longer exact, so these values come from integrating the total rate. In this example it remains a fair approximation if it is given the combined rate at the peak and the effective barrier there, 1.91 eV, found from the slope of the logarithm of the combined rate against \(-1/(k_BT)\): it gives 0.180 nm, against 0.177 nm from the integration. If one resistance also grows with \(h\), the law is generally not separable and the rate equation must be solved along the temperature history.

**Outside oxygen.** An uncapped getter may fill from the ambient. Molecules of mass \(m\) and number density \(n=p/(k_BT)\) strike a surface at

\[
n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/(2k_BT)}dv
=\frac{p}{\sqrt{2\pi mk_BT}} .
\]

For 1 ppm of oxygen at 760 Torr (\(7.6\times10^{-4}\) Torr), gas at 873 K and a 4.0 s spike, this delivers at most \(1.3\times10^{18}\) atoms/cm², 256 times the getter capacity. It assumes that every molecule sticks and that the gas near the surface is not depleted. Gas colder than 873 K would raise the impact rate at the same pressure. For gas at 873 K the figure is a ceiling on supply, not a predicted uptake. It does not settle whether the ambient matters. At atmospheric pressure oxygen must diffuse through gas that the getter depletes, so the actual supply can be far smaller. That transport must be estimated, or the uptake measured, before the ambient is neglected.

## Relation to a real gate stack

The example lies in the rough regime of a spike activation anneal for a gate-first high-k transistor: a peak near 1000 °C, heating of order 200 K/s and a subnanometre oxide interlayer. The barrier, peak removal rate and getter capacity are round model values, not measurements of a particular stack, and must be replaced by fitted values for process design. The symmetric, sharp peak is one assumption to question; the barrier is another, especially if the peak rate is extrapolated from a lower temperature. With the barrier unchanged, replacing the symmetric, sharp peak by the rounded, slowly cooled one above moves the equivalent time from 0.63 to 1.47 s, a much larger change than the 10 % error of the leading formula. For such a spike, the recorded temperature trace should be integrated. The closed form then serves as a check in the sharp-peak limit and, for the example here, as a guide to the effect of a small change in peak temperature. It is not a reliable guide to the effect of ramp rate: with a rounded peak and fixed \(\tau\), doubling both ramp rates no longer halves the equivalent time. The main values used here are collected in the numerical output.

## Table of computed values

```
peak temperature: 1273 K
base temperature: 873 K
ramp rate, both legs: 200 K/s
barrier E: 2.0 eV
removal rate at peak: 0.30 nm/s
initial interlayer: 0.80 nm
kB: 8.617333e-05 eV/K
x at peak: 18.232 (dimensionless)
x0 at base: 26.585 (dimensionless)
temperature drop for factor e: 69.82 K
decay time on each side: 0.3491 s
dose fraction within that drop: 0.6884
x G(x), reference: 0.905217
x G(x), two nodes: 0.905131
two-node error bound 20/x^4: 1.81e-04
leading equivalent time: 0.6982 s
improved time 2Tp/[r(x+2)]: 0.6292 s
two-node equivalent time: 0.63192 s
exact equivalent time: 0.63198 s
direct time quadrature: 0.63198 s
base term subtracted: 7.21e-05 s
leading time too long by: 10.48 %
improved time error: -0.44 %
E = 1 eV: leading 1.3965 s, exact 1.1528 s, excess 21.1 %
E = 3 eV: leading 0.4655 s, exact 0.4347 s, excess 7.1 %
E = 4 eV: leading 0.3491 s, exact 0.3314 s, excess 5.3 %
oxide removed, exact time: 0.1896 nm
oxide removed, leading time: 0.2095 nm
oxide left, exact time: 0.6104 nm
cooling ramp in slow-cooling case: 80 K/s
equivalent time, slow cooling: 1.1060 s
peak rounding time: 0.25 s
equivalent time, rounded peak: 0.9706 s
equivalent time, both: 1.4735 s
oxide removed, both: 0.4421 nm
dose change for peak 5 K higher: 8.20 %
10 s base hold, equivalent at peak: 2.36e-03 s
getter capacity: 5.0e+15 O atoms/cm2
oxygen density of oxide: 4.4e+22 O atoms/cm3
capacity as oxide thickness H: 1.1364 nm
oxygen taken from oxide: 8.34e+14 O atoms/cm2
oxide removed, filling getter: 0.1746 nm
length in slowing law 1/(1+h/L): 0.50 nm
oxide removed, slowing law: 0.1630 nm
series step: barrier 1.0 eV, peak rate ratio 10
oxide removed, series step: 0.1775 nm
O2 partial pressure: 7.60e-04 Torr
spike duration above base: 4.0 s
ambient oxygen, upper bound: 1.28e+18 O atoms/cm2
that bound over getter capacity: 256
```
